# Variational energies of the Fröhlich polaron and the apparent self-trapping transition

**Q.** My variational ground state of the Fröhlich polaron is free at weak coupling. At a definite $\alpha$ it jumps to a trapped state and $dE/d\alpha$ is discontinuous. Why should that not be a first-order self-trapping transition?

**A.** Take the model in atomic units, with band mass $m$, a dispersionless phonon of frequency $\omega>0$, and $1/\varepsilon^*=1/\varepsilon_\infty-1/\varepsilon_0$:
$$H=\frac{p^2}{2m}+\omega N-\sum_k V_k\,(a_ke^{ik\cdot r}+a_k^\dagger e^{-ik\cdot r}),\qquad V_k^2=\frac{2\pi\omega}{\varepsilon^*\Omega k^2}.$$
The phase of $a_k$ is free, and I chose it so that $V_k>0$ appears with a minus sign. Measure energy in $\omega$ and length in $\ell=(2m\omega)^{-1/2}$, and write $V_k/\omega=\lambda g_k$. As the volume $\Omega\to\infty$, $\sum_kV_k^2/\omega^2\to(\pi\varepsilon^*\omega)^{-1}\int_0^\infty dk$, and $k\to k/\ell$ turns this into $\sum_k\lambda^2g_k^2\to(2\alpha/\pi)\int_0^\infty dk$, with $\lambda^2=\alpha=\sqrt{m/2\omega}/\varepsilon^*$. Let $P_f=\sum_kk\,a_k^\dagger a_k$. Since $[P_f,a_k]=-ka_k$, conjugation with $e^{iP_f\cdot r}$ sends $a_k\to a_ke^{-ik\cdot r}$ and $p\to p-P_f$. Then $r$ has disappeared, $p$ is the conserved total momentum $P$, and
$$H(P)=(P-P_f)^2+N-\lambda W,\qquad W=\sum_kg_k(a_k+a_k^\dagger).$$
Call the bottom of its spectrum $E(P)$. Which trial states did you use?

**Q.** The Huybrechts family $\phi(r)\,e^{-iaP_f\cdot r}|f\rangle$, with $\phi\propto e^{-\beta r^2/2}$, a coherent state of real amplitudes $f_k$, and $0\le a\le1$.

**A.** Moving the exponential onto the original Hamiltonian gives $(p-aP_f)^2+N-\lambda\sum_kg_k(a_ke^{i(1-a)k\cdot r}+\text{h.c.})$. In the Gaussian, $\langle p\rangle=0$, $\langle p^2\rangle=3\beta/2$ and $\langle e^{i(1-a)k\cdot r}\rangle=\rho_k=e^{-(1-a)^2k^2/4\beta}$. In the coherent state, $\langle P_f^2\rangle=(\sum kf_k^2)^2+\sum k^2f_k^2$. The first term is non-negative and vanishes at the minimiser of the rest, $f_k=\lambda g_k\rho_k/(1+a^2k^2)$, which is even in $k$. Hence
$$E=\frac{3\beta}2-\frac{2\alpha}\pi\int_0^\infty\frac{e^{-bk^2}\,dk}{1+a^2k^2},\qquad b=\frac{(1-a)^2}{2\beta}.$$
Write $1/(1+a^2k^2)=\int_0^\infty e^{-s(1+a^2k^2)}ds$. The $k$ integral gives $\tfrac12\sqrt{\pi/(b+sa^2)}$, and with $x=\sqrt b/a$, $u^2=s+x^2$ the integral becomes $(\sqrt\pi/a)e^{x^2}\int_x^\infty e^{-u^2}du$. With $\operatorname{erfcx}x=e^{x^2}\operatorname{erfc}x$,
$$E=\frac{3\beta}{2}-\frac\alpha a\operatorname{erfcx}x,\qquad x=\frac{1-a}{a\sqrt{2\beta}}.$$
At $a=1$, $\beta\to0$ this is the Lee–Low–Pines (LLP) energy $-\alpha$. At $a\to0$, $\operatorname{erfcx}x\to1/(x\sqrt\pi)$ gives $3\beta/2-\alpha\sqrt{2\beta/\pi}$, which is least at $\sqrt\beta=\alpha\sqrt{2/\pi}/3$ with the Gaussian Pekar value $-\alpha^2/3\pi$. These two alone cross at $\alpha=3\pi=9.425$, where the slope goes from $-1$ to $-2\alpha/3\pi=-2$.

In the full family the jump is forced, because LLP is a local minimum at every $\alpha$. The form $\operatorname{erfcx}x=(2/\sqrt\pi)\int_0^\infty e^{-u^2-2xu}du$ is decreasing and convex. Put $c_1=1-\operatorname{erfcx}1>0$ and $a=1-\epsilon$, so that $E+\alpha=3\beta/2+(\alpha/a)(a-\operatorname{erfcx}x)$. For $x\le1$ the chord gives $\operatorname{erfcx}x\le1-c_1x$, so the bracket is at least $\epsilon\,[c_1/(a\sqrt{2\beta})-1]\ge0$ when $\sqrt{2\beta}<c_1$. For $x\ge1$ it is at least $c_1-\epsilon>0$ when $\epsilon<c_1$. A trapped state can only win from a finite distance. It does so at $\alpha_c=8.524$, with $a=0.117$, $\beta=4.49$, and the slope changes from $-1$ to $-1.791$.

**Q.** That confirms my result.

**A.** It confirms the kink of your family. Feynman's family gives a comparison. For a path $x(t)$ in imaginary time $T$, each mode is driven by $J=\lambda g_ke^{ik\cdot x}$. The phonon vacuum average is Gaussian and its only contraction is $\langle a(t)a^\dagger(s)\rangle=e^{-(t-s)}$ for $t>s$. With scaled mass $\tfrac12$,
$$S=\int\tfrac14\dot x^2dt-\sum_k\lambda^2g_k^2\int_{t>s}e^{-(t-s)}e^{ik\cdot(x_t-x_s)}\,dt\,ds.$$
The $k\to-k$ symmetry makes $S$ real, so Jensen's inequality $\langle e^{-(S-S_0)}\rangle_0\ge e^{-\langle S-S_0\rangle_0}$ gives $E\le E_0+\langle S-S_0\rangle_0/T$ for a trial action $S_0$ of energy $E_0$. Tie the electron by a spring $\kappa$ to a mass $M$ at $y$. At frequency $\nu$ the action is $\tfrac12[\tfrac12\nu^2|x|^2+M\nu^2|y|^2+\kappa|x-y|^2]$. Eliminating $y=\kappa x/(M\nu^2+\kappa)$ leaves $\tfrac12(\tfrac12\nu^2+\Sigma)|x|^2$ with $\Sigma=\kappa\nu^2/(\nu^2+w^2)$ and $w^2=\kappa/M$. With $v^2=w^2+2\kappa$ the propagator per Cartesian component is
$$G=\frac1{\nu^2/2+\Sigma}=\frac{2(\nu^2+w^2)}{\nu^2(\nu^2+v^2)}=\frac{2w^2}{v^2\nu^2}+\frac{2(v^2-w^2)}{v^2(\nu^2+v^2)}.$$
Gaussian averaging gives $\langle e^{ik\cdot\Delta x}\rangle_0=e^{-k^2D}$ with $D(\tau)=\int\frac{d\nu}{2\pi}(1-\cos\nu\tau)G$. The integrals $\int\frac{d\nu}{2\pi}\frac{1-\cos\nu\tau}{\nu^2}=\frac\tau2$ and $\int\frac{d\nu}{2\pi}\frac{1-\cos\nu\tau}{\nu^2+v^2}=\frac{1-e^{-v\tau}}{2v}$ yield
$$D=\frac{w^2}{v^2}\tau+\frac{v^2-w^2}{v^3}(1-e^{-v\tau}).$$
Per component, the determinant relative to the free electron gives $E_0=\tfrac12\int\frac{d\nu}{2\pi}\ln\frac{\nu^2+v^2}{\nu^2+w^2}=\frac{v-w}2$, since its $v$ derivative is $\tfrac12$ and it vanishes at $v=w$. The spring term to subtract is $\tfrac12\int\frac{d\nu}{2\pi}\Sigma G=\tfrac12\int\frac{d\nu}{2\pi}\frac{2\kappa}{\nu^2+v^2}=\frac{v^2-w^2}{4v}$. The difference is $(v-w)(2v-v-w)/4v=(v-w)^2/4v$, so in $d$ dimensions
$$E\le\frac{d\,(v-w)^2}{4v}-\sum_k\lambda^2g_k^2\int_0^\infty e^{-\tau-k^2D(\tau)}d\tau,$$
and in three dimensions the $k$ integral makes the last term $\alpha\int_0^\infty e^{-\tau}(\pi D)^{-1/2}d\tau$.

Setting $w=0$ (infinite $M$, a fixed well) gives $D=(1-e^{-v\tau})/v$, and $u=e^{-v\tau}$ gives $E=3v/4-\alpha F(v)$ with $F=B(1/v,\tfrac12)/\sqrt{\pi v}$, $B$ the beta function. Expanding $[(1-e^{-z})/z]^{-1/2}=1+z/4+z^2/96+\dots$ at $z=v\tau$ and using $\Gamma(\tfrac32)/\sqrt\pi=\tfrac12$, $\Gamma(\tfrac52)/\sqrt\pi=\tfrac34$ gives $F=1+v/8+v^2/128+\dots$. The well beats $-\alpha$ once $\alpha>(3v/4)/(F-1)\approx6/(1+v/16)$. This ratio falls below 6 as $v$ leaves zero and grows again at large $v$, where $F\propto\sqrt v$, so its minimum lies at finite $v$. There $v$ jumps from 0 to $0.984$, $F=1.1263$, and $\alpha_c=0.75\times0.984/0.1263=5.84$.

Three families thus give three transitions, at 5.84, 8.52 and 9.42. With $w$ free, the bound lies below the crossing energies by $0.661$, $2.083$ and $2.886\,\omega$, so at each crossing both branches exceed the true energy by at least that much.

**Q.** What does this mean in real units?

**A.** Take round parameters $\omega=0.030$ eV, $m=1$, $\varepsilon_\infty=2.5$, $\varepsilon_0=10$. Then $1/\varepsilon^*=0.4-0.1=0.3$, $\alpha=6.389$ and $\ell=11.27$ Å. Your family says free, with $E=-\alpha\omega=-0.1917$ eV, because $\alpha<8.52$. The Gaussian Pekar state gives $-6.3888^2/9.4248=-4.331\,\omega$. The $w=0$ family says trapped, with $v=2.438$, $\langle x^2\rangle=D(\infty)=1/v$ per component, an rms radius $\sqrt{3/2.438}\times11.27=12.5$ Å, and $E=-6.512\,\omega=-0.1954$ eV. The full bound, at $v=5.04$, $w=1.76$, is $-7.237\,\omega=-0.2171$ eV. Trapping gains $6.512-6.389=0.123\,\omega$ over LLP, while the trapped energy lies at least $7.237-6.512=0.725\,\omega$ above the exact one. Since $\alpha\propto\sqrt m$, the families would put the transition at band masses $(5.842/6.389)^2=0.836$, $1.780$ and $2.176$.

**Q.** Feynman's family is one more ansatz. Why trust its smoothness over my kink?

**A.** You need not. Its smoothness is a numerical observation: two distant starting points reach the same minimum at six values of $\alpha$ from 4 to 11, and its Chebyshev coefficients of order 30 to 40 on that range are at most $1.4\times10^{-10}$ against about $3\times10^{-4}$ for $w=0$. The question is settled by the theorem of Gerlach and Löwen: for every $\alpha\ge0$, $E(0)=\min_PE(P)$ is an isolated simple eigenvalue and is real-analytic in $\alpha$. The proof has five steps. Let $p=P-P_f$, $H_0=p^2+N$, and $R=(H_0+c)^{-1}$ with $c\ge\tfrac12$.

Step 1 controls the coupling. Split $W$ at a cutoff $K$. From $[a_k^\dagger a_k,a_k]=-a_k$ follow $[p_j,a_k]=k_ja_k$ and $[p_j,a_k^\dagger]=-k_ja_k^\dagger$. With $Z_j=\sum_{|k|>K}\lambda g_kk_ja_k/k^2$ and $Y_j=Z_j-Z_j^\dagger$ this gives $\lambda W_>=\sum_j[p_j,Y_j]$. As $Y_j^\dagger=-Y_j$, $|\langle[p_j,Y_j]\rangle|\le2\|p_j\psi\|\|Y_j\psi\|$. Let $s_j=[Z_j,Z_j^\dagger]=\sum\lambda^2g_k^2k_j^2/k^4$. Cauchy–Schwarz gives $\|Z_j\psi\|^2\le s_j\langle N\rangle$, and $\|Z_j^\dagger\psi\|^2=\|Z_j\psi\|^2+s_j$, so $\|Y_j\psi\|^2\le2\|Z_j\psi\|^2+2\|Z_j^\dagger\psi\|^2\le4s_j\langle N+\tfrac12\rangle$. Cauchy–Schwarz over $j$ and $2xy\le x^2+y^2$ give the Lieb–Yamazaki bound
$$|\langle\lambda W_>\rangle|\le4\sqrt{S\langle p^2\rangle\langle N+\tfrac12\rangle}\le2\sqrt S\,\langle p^2+N+\tfrac12\rangle,\qquad S=\sum_js_j=\frac{2\alpha}{\pi K}.$$
Below the cutoff, with $\Gamma=\sum_<\lambda^2g_k^2$ finite, $|\langle\lambda W_<\rangle|\le2\sqrt{\Gamma\langle N\rangle}\le\eta\langle N\rangle+\Gamma/\eta$ for any $\eta>0$. Choosing $K$ large, $\eta$ small and then $c$ large makes the norm of $B=R^{1/2}WR^{1/2}$ as small as desired. Then
$$A(\lambda)=(H+c)^{-1}=R^{1/2}\sum_{n\ge0}(\lambda B)^nR^{1/2}$$
converges and is analytic in complex $\lambda$ on any chosen disc. Dropping $W_>$ changes $\lambda B$ by at most $2\sqrt S$ in norm, so the cutoff resolvent $A_K$ tends to $A$ in norm.

Step 2 shows $E(P)\ge E(0)$ for a finite set of modes closed under $k\to-k$ with $g_{-k}=g_k$. For each pair put $a_{\pm k}=(b_c\pm ib_s)/\sqrt2$ and $b=(q+\partial_q)/\sqrt2$. Multiplying out, $n_k-n_{-k}=i(b_c^\dagger b_s-b_s^\dagger b_c)=i(q_c\partial_s-q_s\partial_c)$, so $e^{-ix\cdot P_f}$ rotates the arguments of $\psi(q)$ and commutes with taking $|\psi|$. In
$$e^{-t(P-P_f)^2}=\int\frac{d^3x}{(4\pi t)^{3/2}}\,e^{-x^2/4t}\,e^{ix\cdot P}e^{-ix\cdot P_f}$$
the weight is positive and $|e^{ix\cdot P}|=1$, so $|e^{-t(P-P_f)^2}\psi|\le e^{-tP_f^2}|\psi|$ pointwise. The rest, $N-\lambda W$, is a set of oscillators displaced along $q_c$, because the pair contributes $2g_kq_c$ to $W$. Its propagator has a positive kernel, being a Trotter product of heat kernels and positive functions. Trotter's formula then gives $|e^{-tH(P)}\psi|\le e^{-tH(0)}|\psi|$, hence $\|e^{-tH(P)}\|\le e^{-tE(0)}$.

Step 3 gives the gap. Take the cutoff region to be the cube $|k_j|<K$, which contains the ball, so the tail bound stands. Divide $k$ space into cells of side $\delta$, paired under $k\to-k$. In $H_\delta$ replace $k$ by the cell centre and $g$ by its cell average $g^\delta$. Only the constant function on each cell inside the cube is coupled. These finitely many modes define $H_{\rm fin}$, and all orthogonal modes are uncoupled yet carry definite momenta $q_i$. With $n$ uncoupled phonons, $H_\delta(P)$ acts as $H_{\rm fin}(P-\sum q_i)+n$. At $P=0$, step 2 bounds every $n\ge1$ sector below by $E_\delta+1$, where $E_\delta$ is the lowest energy of $H_{\rm fin}(0)$. The $n=0$ sector has discrete spectrum, because $H_{\rm fin}\ge N/2-2\Gamma$ (take $\eta=\tfrac12$) and finitely many states have $N$ below any bound.

For $\delta\to0$ use $A_\delta-A_K=A_\delta(H_K-H_\delta)A_K$. From $\|\lambda W_<\psi\|\le2\sqrt\Gamma\,\|(N+1)^{1/2}\psi\|\le\tfrac12\|H_0\psi\|+C\|\psi\|$ follows $\|H_0\psi\|\le2\|H_K\psi\|+2C\|\psi\|$, and likewise for $H_\delta$, since averaging does not raise $\Gamma$. So $NA$ and $|p|A$ are bounded uniformly in $\delta$. The kinetic difference is $\Delta\cdot p+p_\delta\cdot\Delta$ with $\Delta=p-p_\delta$ and $|\Delta|\le\tfrac{\sqrt3}2\delta N$; attaching each factor to its neighbouring resolvent bounds it by a constant times $\delta$. The coupling difference is bounded by a constant times $\|g-g^\delta\|$, which tends to zero because $g^2\propto k^{-2}$ is integrable on the cube in three dimensions. Let $\mu_1\ge\mu_2\ge\dots\to\mu_\infty$ be the min-max values of a resolvent. Each moves by at most the norm of a perturbation, and those above $\mu_\infty$ are eigenvalues of finite multiplicity. The bound $\mu_\infty\le1/(E_\delta+1+c)$ therefore survives $\delta\to0$ and $K\to\infty$, giving $\mu_\infty\le1/(E(0)+1+c)<\mu_1=1/(E(0)+c)$. So $E(0)$ is an isolated eigenvalue. Every sector of $H_\delta(P)$ lies above $E_\delta$, so $E(P)\ge E(0)$ survives too.

Step 4 gives uniqueness for $\lambda>0$. On the amplitudes $\psi_n(k_1,\dots,k_n)$, $R^{1/2}$ multiplies by a positive function and $W$ has non-negative elements, so every term of the series for $A$ preserves non-negativity. For non-negative, non-zero $\varphi$ and $\chi$, the term that absorbs the phonons of $\chi$ down to the vacuum and emits those of $\varphi$ is strictly positive because $g_k>0$. Thus $\langle\varphi|A\chi\rangle>0$. $A$ is real, so take a real eigenvector for $\mu_1$ and split it as $\psi=\psi_+-\psi_-$ into non-negative parts. Then $\langle|\psi|\,|A|\,|\psi|\rangle-\langle\psi|A\psi\rangle=4\langle\psi_+|A\psi_-\rangle$ cannot be positive, since $\mu_1$ is the maximum, so one part vanishes. Two non-negative eigenvectors have overlap $\langle\psi'|A\psi\rangle/\mu_1>0$ and cannot be orthogonal. This is the Perron–Frobenius argument. At $\lambda=0$ the ground state is the vacuum, also simple.

Step 5 gives analyticity. At real $\lambda_0$ draw a circle around $\mu_1$ alone and set $\Pi(\lambda)=\frac1{2\pi i}\oint(\zeta-A(\lambda))^{-1}d\zeta$. A geometric series in $A(\lambda)-A(\lambda_0)$ shows that $\Pi$ is analytic near $\lambda_0$. While $\|\Pi(\lambda)-\Pi(\lambda_0)\|<1$, $\Pi(\lambda_0)$ annihilates no vector in the range of $\Pi(\lambda)$ and $\Pi(\lambda)\ne0$, so the rank stays one. With $\psi_0$ the ground state at $\lambda_0$,
$$\frac1{E(\lambda)+c}=\frac{\langle\psi_0|A(\lambda)\Pi(\lambda)\psi_0\rangle}{\langle\psi_0|\Pi(\lambda)\psi_0\rangle}$$
is analytic, and for real $\lambda$ it remains the top of the spectrum by norm continuity. For $\alpha>0$, $\sqrt\alpha$ is analytic. The unitary $(-1)^N$ sends $W\to-W$, so $E$ is even in $\lambda$ and a power series in $\alpha$ at the origin.

By Hellmann–Feynman the interaction energy is $-\lambda\langle W\rangle=\lambda\,dE/d\lambda=2\alpha\,dE/d\alpha$, so it cannot jump. The term $-2P\cdot P_f$ obeys $|\langle2P\cdot P_f\rangle|\le\eta\langle P_f^2\rangle+P^2/\eta$ and enters like $W$, so $m/m^*=\tfrac12\partial_P^2E$ at $P=0$ is analytic. Step 2 makes it non-negative; $m^*$ itself is analytic wherever it is non-zero, which I have not proved holds everywhere.

**Q.** Can I see an ansatz kink and an exact energy side by side?

**A.** Yes, in one dimension with two modes $\pm k_0$, $H(P)=(P-k_0(n_+-n_-))^2+N-gW$ with $W$ the sum of $a+a^\dagger$ over both modes, diagonalised for $k_0=4$. The numerical check does this. Your ansatz becomes $\beta/2-2g^2e^{-(1-a)^2k_0^2/2\beta}/(1+a^2k_0^2)$, tested against the energy of the explicit state summed over $P$. It has a kink at $g^2=6.021$, where $dE/dg^2$ goes from $-2/17=-0.118$ to $-0.805$. There the ansatz gives $-0.708$ and the exact energy is $-1.455$. The exact one-sided slopes with step $0.01$ are $-0.5928$ and $-0.5950$, a difference expected from finite curvature. At $g^2=6$ the Taylor coefficients in $g$, read from a circle of radius $0.08$ in complex $g$, are $c_1=-2.887$ and $c_2=-3.220$. They match first- and second-order perturbation theory, and the negative-order coefficients are near $10^{-12}$, as an analytic function requires. The chain rule gives $d^2E/d(g^2)^2=(2c_2-c_1/g)/4g^2=(-6.440+1.179)/24=-0.219$, and $0.01\times0.219=0.0022$.

Chebyshev coefficients are Fourier coefficients of $E(\cos\theta)$. Two integrations by parts give decay as $n^{-2}$ for a slope jump, and shifting the contour gives geometric decay for an analytic function. On $2\le g^2\le10$ the ratio of orders 34–40 to orders 10–16 is $0.088$ for the ansatz from an interpolant of degree 80 (aliasing moves it by about ten percent with the degree), of the size $(10/34)^2=0.087$, and $1.4\times10^{-5}$ for the exact energy. Meanwhile $m^*/m$ runs through $1.07$, $1.25$, $2.24$, $5.59$, $12.31$ at $g^2=2,4,6,8,10$. The growth is steep, and it is a crossover. Feynman's bound holds but is loose inside it, $-1.005$ against $-1.443$ at $g^2=6$. In this toy model the full Feynman family is not smooth either: between $g^2=5.4$ and $5.6$ its optimal $w$ jumps from about $15$ to about $1.1$ and its energy has a kink of its own.

The steps of the proof are tested on such models too. The commutator identity holds and the form bound reads $1.306\le2.187$ for four modes. Splitting each mode in two reproduces the union of sectors, with the lowest $n\ge1$ level $1.057\ge0.527$. At $g^2=6$ the ground-state amplitudes with up to five phonons are positive, the gap is $0.648$, and $E(P)-E(0)\ge0.027$ at the sampled $P$ from $0.25$ to $6.25$.

**Q.** When does the theorem fail?

**A.** Each hypothesis is used somewhere. Without $k\to-k$ symmetry step 2 fails: for one mode $dE/dP=-2k_0\langle n\rangle<0$ at $P=0$, and the program finds $E(0.05)-E(0)=-0.0057$. At $P\neq0$ step 3 guarantees isolation only while $E(P)<E(0)+1$. Couplings whose signs cannot be gauged as above escape step 4, and a defect potential removes the conserved $P$; neither is covered. A dispersion $\omega(k)\ge\omega_0>0$, even and uniformly continuous, can be made constant on cells at a cost bounded by a small multiple of $N$, and step 3 then shows that the non-discrete spectrum starts no lower than $E(0)+\omega_0$. For gapless phonons this bound touches $E(0)$ and the proof says nothing.

A true singularity can appear as a limit. For $k_0^2\gg1$, that is $\omega$ small against the electron's kinetic scale, treat the field as static, at leading adiabatic order. Amplitude $f$ in both modes costs $2f^2$ and gives the potential $-2q\cos k_0x$ with $q=2gf$. The even plane-wave states at energies $0$, $k_0^2$, $4k_0^2$ are coupled by $-\sqrt2q$ and $-q$, so $\epsilon=-2q^2/[k_0^2-\epsilon-q^2/(4k_0^2-\epsilon)]$, and expanding gives $\epsilon=-2q^2/k_0^2+(4-\tfrac12)q^4/k_0^6+\dots$. With $s=g^2/k_0^2$ and $y=f^2/k_0^2$, $E/k_0^2=2y(1-4s)+56s^2y^2$. No distant minimum pre-empts this expansion. Integration by parts over a period gives $k_0|\langle\cos k_0x\rangle|=2|\int\psi\psi'\sin k_0x\,dx|\le2\sqrt{\langle p^2\rangle\langle\sin^2k_0x\rangle}$. The plane-wave amplitudes of the ground state are positive for $q>0$ by the argument of step 4, so $\langle\cos2k_0x\rangle>0$ and $\langle\sin^2k_0x\rangle<\tfrac12$. Hence $\epsilon>\langle p^2\rangle-2\sqrt2\,q\sqrt{\langle p^2\rangle}/k_0\ge-2q^2/k_0^2$ for every $q>0$, so $E/k_0^2>2y(1-4s)$ at any $y>0$, and $\epsilon\ge-2q$ makes $E$ grow at large $y$. The minimum is therefore $0$ for $s<\tfrac14$ and $-(4s-1)^2/56s^2$ just above, so the second derivative jumps; the program confirms the instability at $0.2500$. At $s=\tfrac14$ the field moves in a quartic potential with coefficient $\propto k_0^{-2}$, and rescaling the coordinate gives a gap $\propto k_0^{-2/3}$, a factor $0.63$ per doubling. The exact gaps for $k_0=8,16,32$ are $0.636$, $0.417$, $0.267$, with ratios $0.66$ and $0.64$; the program asserts only that each ratio is below $0.8$. At every finite $k_0$ the energy is analytic by steps 4 and 5, and the singularity belongs to the limit alone.

**Q.** Then what is my kink?

**A.** It is the lower envelope of two local minima of your family, each smooth in $\alpha$, which cross because the family contains no state low enough between them. In $H(0)$ all phonon configurations are connected with one sign, so step 4 forbids a crossing of the lowest level at any $\alpha$. A jump in a variational or adiabatic first-principles polaron calculation may signal a change of character, but in a model that meets these hypotheses its position is a property of the trial space, as 5.84, 8.52 and 9.42 show for one Hamiltonian.

## Table of computed values

```
input: omega=0.03 eV, m=1.0 m_e, eps_inf=2.5, eps_0=10.0
1/eps*=0.3000, alpha=6.3888, length unit=11.269 A
E LLP: -6.3888 omega = -0.1917 eV
E Pekar Gaussian: -4.3308 omega = -0.1299 eV
E Huybrechts: -6.3888 omega = -0.1917 eV
E Feynman w=0: -6.5123 omega = -0.1954 eV
E Feynman v,w: -7.2374 omega = -0.2171 eV
w=0: v=2.4381 omega, rms radius=12.50 A
full Feynman: v=5.0363 omega, w=1.7649 omega
w=0 jump: v from 0 to 0.984 omega; Huybrechts jump: a=0.117, beta=4.493
w=0: alpha_c=5.8420, dE/dalpha -1 -> -1.1263 omega, m_c=0.836 m_e
  above Feynman bound by 0.6607 omega = 0.0198 eV
Huybrechts: alpha_c=8.5242, dE/dalpha -1 -> -1.7906 omega, m_c=1.780 m_e
  above Feynman bound by 2.0832 omega = 0.0625 eV
LLP/Pekar: alpha_c=9.4248, dE/dalpha -1 -> -2.0000 omega, m_c=2.176 m_e
  above Feynman bound by 2.8863 omega = 0.0866 eV
Feynman alpha=4: E=-4.2565, v=3.665, w=2.368 (omega)
Feynman alpha=5: E=-5.4401, v=4.034, w=2.140 (omega)
Feynman alpha=6: E=-6.7109, v=4.667, w=1.874 (omega)
Feynman alpha=7: E=-8.1127, v=5.810, w=1.604 (omega)
Feynman alpha=9: E=-11.4858, v=9.850, w=1.282 (omega)
Feynman alpha=11: E=-15.7098, v=15.413, w=1.162 (omega)
max Chebyshev |c_30..40| on alpha in [4,11]: Feynman 1.4e-10, w=0 2.8e-04 omega
form bound, modes +-2,+-4, g=3/|k|, P=0.7: norm 1.3057 <= 2 sqrt(S) = 2.1866
split cells k0=2,g=1,P=0.3: lowest n>=1 level 1.0567 >= E(0)+1 = 0.5269 omega
toy k0=4, g^2=6: E0=-1.44284, gap=0.6475 omega, <N>=2.847
min E(P)-E(0), P in [0.25,6.25]: 0.02746; one mode, P=0.05: -0.00571 omega
circle |dg|=0.08: c1=-2.88713 (PT -2.88713), c2=-3.22018 (PT -3.22018)
  |c_-1|=2e-12, |c_-2|=3e-12 omega
toy ansatz kink: g^2=6.0207, E=-0.7083, a=0.060, beta=8.278
  ansatz slope -0.1176 -> -0.8051; exact E=-1.4551
  exact slopes left/right (step 0.01): -0.5928 / -0.5950 omega
toy g^2=2: exact -0.2673, Feynman -0.2384, ansatz -0.2353 omega, m*/m=1.07
toy g^2=4: exact -0.6542, Feynman -0.4837, ansatz -0.4706 omega, m*/m=1.25
toy g^2=6: exact -1.4428, Feynman -1.0053, ansatz -0.7059 omega, m*/m=2.24
toy g^2=8: exact -2.9761, Feynman -2.7823, ansatz -2.4868 omega, m*/m=5.59
toy g^2=10: exact -4.9527, Feynman -4.8495, ansatz -4.5629 omega, m*/m=12.31
Chebyshev ratio |c_34..40|/|c_10..16|, g^2 in [2,10]: exact 1.4e-05, ansatz 8.8e-02
adiabatic instability at g^2/k0^2 = 0.2500
gap at g=k0/2, k0=8: 0.636 omega
gap at g=k0/2, k0=16: 0.417 omega
gap at g=k0/2, k0=32: 0.267 omega
```
